\section*{Return-voltage peak time of a leaky capacitor with one relaxation branch}

\section*{Problem}

A capacitor with slow polarization is modelled by three parallel paths between its terminals: a prompt capacitance $C_0$, a leakage resistance $R_0$, and a relaxation branch made of a resistance $R_1$ in series with a capacitance $C_1$. All elements are linear and constant. The initially uncharged capacitor is held at $V_0$ for a time $t_c$ by an ideal source, shorted for a time $t_s$ by an ideal short, and then left open at $t=0$. The voltmeter draws no current. Write
\[
\tau_0=R_0C_0,\qquad \tau_1=R_1C_1,\qquad k=\frac{C_1}{C_0},
\]
and let $V(t)$ be the terminal voltage and $u(t)$ the voltage on $C_1$, with the same polarity.

\begin{enumerate}
\item Find the two decay rates $s_1>s_2$ of the open circuit.
\item Show that the return voltage has one maximum, and express its time $t_m$ through $s_1$ and $s_2$ alone. Find its height.
\item Explain why $t_m$ is not simply $\tau_1$. Can the two ever be equal?
\item Evaluate the peak for $C_0=1\,\mu\mathrm{F}$, $R_0=20\,\mathrm{G}\Omega$, $C_1=5\,\mathrm{nF}$, $R_1=20\,\mathrm{G}\Omega$, $V_0=100\,\mathrm{V}$, $t_c=1000\,\mathrm{s}$ and $t_s=10\,\mathrm{s}$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The short empties $C_0$ at once, but $C_1$ can discharge only through $R_1$. What are $V(0)$ and $u(0)$?
\item After opening, the currents leaving the upper terminal through the three paths add to zero. Try solutions proportional to $e^{-st}$.
\item To locate the roots of a quadratic without solving it, evaluate it at $1/\tau_0$ and at $1/\tau_1$.
\item At the maximum $C_0$ carries no current. Which two currents must then be equal?
\item For the last part of question 3, write $t_m$ as an integral over $y$ from $0$ to $\infty$ of $1/[(y+s_1)(y+s_2)]$, and ask how the integrand changes with $\tau_0$.
\end{enumerate}

\section*{Solution}

\subsection*{Preparation and circuit equations}

During charging $V=V_0$, so $u'=(V_0-u)/\tau_1$ with $u=0$ at the start. During the short $V=0$, so $u'=-u/\tau_1$. At the moment of opening, therefore,
\[
V(0)=0,\qquad u(0)=u_0=V_0\left(1-e^{-t_c/\tau_1}\right)e^{-t_s/\tau_1}.
\]
The leakage resistance does not enter $u_0$, because the ideal source and the ideal short fix the terminal voltage.

For $t>0$ the current law reads
\[
C_0V'+\frac{V}{R_0}+\frac{V-u}{R_1}=0,\qquad C_1u'=\frac{V-u}{R_1}.
\]
Divide the first equation by $C_0$ and use $1/(R_1C_0)=C_1/(C_0\tau_1)=k/\tau_1$:
\begin{align}
V'&=-\frac{V}{\tau_0}-\frac{k}{\tau_1}(V-u), \label{V}\\
u'&=\frac{V-u}{\tau_1}. \label{u}
\end{align}

\subsection*{The decay rates}

Insert $V=Ae^{-st}$ and $u=Be^{-st}$ and collect terms:
\[
\left(\frac1{\tau_0}+\frac{k}{\tau_1}-s\right)A=\frac{k}{\tau_1}B,
\qquad
\left(\frac1{\tau_1}-s\right)B=\frac{A}{\tau_1}.
\]
Multiply the first equation by $(1/\tau_1-s)$ and replace $(1/\tau_1-s)B$ by $A/\tau_1$. Since $A=0$ would force $B=0$, $A$ may be cancelled:
\[
\left(\frac1{\tau_0}+\frac{k}{\tau_1}-s\right)\left(\frac1{\tau_1}-s\right)=\frac{k}{\tau_1^2}.
\]
On expansion the term $k/\tau_1^2$ appears on both sides and drops out, leaving
\begin{equation}
p(s)=s^2-\Sigma s+\Pi=0,\qquad
\Sigma=\frac1{\tau_0}+\frac{1+k}{\tau_1},\qquad
\Pi=\frac1{\tau_0\tau_1}. \label{p}
\end{equation}
The rates are
\[
s_{1,2}=\tfrac12\left(\Sigma\pm\sqrt{\Sigma^2-4\Pi}\right),\qquad
s_1+s_2=\Sigma,\qquad s_1s_2=\Pi.
\]
To see that they are real, evaluate $p$ at the two bare rates:
\begin{align*}
p(1/\tau_0)&=\frac1{\tau_0^2}-\frac1{\tau_0^2}-\frac{1+k}{\tau_0\tau_1}+\frac1{\tau_0\tau_1}=-\frac{k}{\tau_0\tau_1}<0,\\
p(1/\tau_1)&=\frac1{\tau_1^2}-\frac1{\tau_0\tau_1}-\frac{1+k}{\tau_1^2}+\frac1{\tau_0\tau_1}=-\frac{k}{\tau_1^2}<0.
\end{align*}
An upward parabola that is negative somewhere has two distinct real roots, and it is negative only between them. Their sum and product are positive, so both roots are positive. Hence $1/\tau_0$ and $1/\tau_1$ both lie strictly between $s_2$ and $s_1$. Neither bare time constant is a decay time of the open circuit: $\tau_1$ describes the branch when the terminal voltage is held fixed, and here it is free to move.

\subsection*{The maximum}

The condition $V(0)=0$ makes the amplitudes of the two exponentials opposite, so $V=A(e^{-s_2t}-e^{-s_1t})$. Equation~(\ref{V}) at $t=0$ gives $V'(0)=ku_0/\tau_1$, while the trial form gives $V'(0)=A(s_1-s_2)$. Therefore
\begin{equation}
V(t)=\frac{ku_0}{\tau_1}\,\frac{e^{-s_2t}-e^{-s_1t}}{s_1-s_2}. \label{sol}
\end{equation}
Its derivative has the sign of $s_1e^{-s_1t}-s_2e^{-s_2t}$. This is positive while $e^{(s_1-s_2)t}<s_1/s_2$ and negative afterwards, so there is one maximum, at
\begin{equation}
t_m=\frac{\ln(s_1/s_2)}{s_1-s_2}. \label{tm}
\end{equation}
The preparation enters (\ref{sol}) only through the factor $u_0$. With a single branch, $V_0$, $t_c$ and $t_s$ change the height of the curve but not the time of its peak.

At $t_m$ we have $e^{-s_1t_m}=(s_2/s_1)e^{-s_2t_m}$. The difference of exponentials in (\ref{sol}) is then $e^{-s_2t_m}(s_1-s_2)/s_1$, and the height is
\begin{equation}
V_m=\frac{ku_0}{\tau_1s_1}\,e^{-s_2t_m}. \label{vm}
\end{equation}

\subsection*{Why the peak time is not the branch time}

At the maximum $V'=0$, and the current law reduces to
\[
\frac{u-V}{R_1}=\frac{V}{R_0},\qquad\text{so}\qquad u=V\left(1+\frac{R_1}{R_0}\right).
\]
The peak marks the moment when the current fed back by the branch has fallen to the leakage current. Its time therefore depends on the leakage as well as on the branch.

Removing the leakage makes this plain. For $R_0\to\infty$, $\Pi=0$, so $s_2=0$ and $s_1=(1+k)/\tau_1$. Equation~(\ref{sol}) becomes
\[
V=\frac{ku_0}{1+k}\left(1-e^{-(1+k)t/\tau_1}\right),
\]
which rises steadily to a plateau. The branch still relaxes, but there is no peak.

Two limits show how the balance works.

\emph{Weak leakage}, $\tau_0\gg\tau_1$. To leading order $s_1\approx\Sigma\approx(1+k)/\tau_1$ and $s_2=\Pi/s_1\approx1/[(1+k)\tau_0]$. Neglecting $s_2$ beside $s_1$ in the denominator of (\ref{tm}),
\begin{equation}
t_m\approx\frac{\tau_1}{1+k}\ln\!\left[(1+k)^2\frac{\tau_0}{\tau_1}\right]. \label{weak}
\end{equation}
The branch time sets the scale, but the logarithm grows without bound as the leakage vanishes.

\emph{Strong leakage}, $\tau_0\ll\tau_1$ and $k\tau_0\ll\tau_1$. Now $s_1\approx1/\tau_0$ and $s_2\approx1/\tau_1$, so $t_m\approx\tau_0\ln(\tau_1/\tau_0)$. Here the leakage time sets the scale.

\subsection*{When the two times coincide}

Put $x=\frac12\ln(s_1/s_2)$. Then $s_1=\sqrt{\Pi}\,e^{x}$, $s_2=\sqrt{\Pi}\,e^{-x}$ and $s_1-s_2=2\sqrt{\Pi}\sinh x$, so
\begin{equation}
t_m=\sqrt{\tau_0\tau_1}\,\frac{x}{\sinh x}<\sqrt{\tau_0\tau_1}. \label{bound}
\end{equation}
The inequality holds because $\sinh x>x$ for $x>0$. Next, partial fractions give
\[
\int_0^\infty\!\frac{dy}{(y+s_1)(y+s_2)}
=\frac{1}{s_1-s_2}\left[\ln\frac{y+s_2}{y+s_1}\right]_0^\infty
=\frac{\ln(s_1/s_2)}{s_1-s_2}=t_m .
\]
The denominator of the integrand is $y^2+\Sigma y+\Pi$. With $\tau_1$ and $k$ fixed, both $\Sigma$ and $\Pi$ fall as $\tau_0$ rises, so $t_m$ rises with $\tau_0$. By (\ref{bound}) it starts from zero at $\tau_0\to0$, and by (\ref{weak}) it grows without limit. It therefore passes through $\tau_1$ once. At that crossing (\ref{bound}) requires $\tau_1<\sqrt{\tau_0\tau_1}$, that is, $\tau_0>\tau_1$. Equality of $t_m$ and $\tau_1$ is thus possible, but only for one particular leakage.

The same integral shows that $t_m$ rises with $\tau_1$ at fixed $\tau_0$ and $k$. A later peak does indicate a slower branch if the leakage and $k$ are unchanged.

\subsection*{Numbers}

The time constants are $\tau_0=20\,000\,\mathrm{s}$ and $\tau_1=100\,\mathrm{s}$, with $k=0.005$. Then
\[
\Sigma=\frac{1}{20\,000\,\mathrm{s}}+\frac{1.005}{100\,\mathrm{s}}=0.0101\,\mathrm{s^{-1}},\qquad
\Pi=5\times10^{-7}\,\mathrm{s^{-2}},
\]
and the roots are $s_1=1.005025\times10^{-2}\,\mathrm{s^{-1}}$ and $s_2=4.975\times10^{-5}\,\mathrm{s^{-1}}$. The corresponding times, $99.5\,\mathrm{s}$ and $20\,100\,\mathrm{s}$, lie just outside the interval from $\tau_1$ to $\tau_0$. The peak time is
\[
t_m=\frac{5.3083}{0.0100005\,\mathrm{s^{-1}}}=531\,\mathrm{s}\quad(8.85\,\mathrm{min}),
\]
or $5.3\,\tau_1$. The weak-leakage formula (\ref{weak}) gives $528\,\mathrm{s}$, about half a per cent less.

The branch voltage at opening is $u_0=100\,\mathrm{V}\,(1-e^{-10})e^{-0.1}=90.5\,\mathrm{V}$. From (\ref{vm}),
\[
V_m=\frac{0.005\times90.48\,\mathrm{V}}{1.005025}\,e^{-0.0264}=0.438\,\mathrm{V}.
\]
Since $R_1=R_0$, the branch voltage at the peak is $2V_m=0.877\,\mathrm{V}$, and the branch and leakage currents are both $21.9\,\mathrm{pA}$.

These currents account for the factor $5.3$. The branch current starts at $u_0/R_1=4.52\,\mathrm{nA}$ and must fall about 206-fold to meet the leakage. At the fast rate this takes about $99.5\,\mathrm{s}\times\ln206\approx530\,\mathrm{s}$. At $t=\tau_1$ the branch still supplies far more than the leakage removes, and (\ref{sol}) gives only $65\%$ of the peak voltage.

To find the leakage that would make $t_m=\tau_1$, solve (\ref{tm}) numerically for $\tau_0$ with $\tau_1$ and $k$ fixed. The result is $\tau_0=100.2\,\mathrm{s}$, some 200 times shorter than the value in the example.

\subsection*{Comparison with a real film capacitor}

The parameters are round values in the rough regime of a polyester-film capacitor. For a relative permittivity of $3.2$, $\tau_0$ implies a resistivity $\tau_0/(\varepsilon_0\varepsilon_r)=7\times10^{16}\,\Omega\,\mathrm{cm}$. The assumption of a single branch is a serious simplification, since polymer films relax over a broad range of times. Add a second branch with the same $C_1$ but a relaxation time of $1000\,\mathrm{s}$, and locate the zero of $V'$ numerically from the matrix exponential of the enlarged linear system. The peak moves from $531$ to about $2230\,\mathrm{s}$. It now depends on the preparation: a short of $100\,\mathrm{s}$ instead of $10\,\mathrm{s}$ gives $2645\,\mathrm{s}$, and a charge of $100\,\mathrm{s}$ instead of $1000\,\mathrm{s}$, with the $10\,\mathrm{s}$ short, gives $1110\,\mathrm{s}$. Temperature also matters. If $R_0$ and $R_1$ are thermally activated with rough energies of $1.0$ and $0.5\,\mathrm{eV}$, warming the one-branch capacitor from $300$ to $310\,\mathrm{K}$ brings the peak forward to $252\,\mathrm{s}$.

The leakage may also depend on field. Across a $5\,\mu\mathrm{m}$ film the charging field is $0.20\,\mathrm{MV/cm}$, well below a rough breakdown field of $5\,\mathrm{MV/cm}$. The Schottky lowering of an injection barrier, $\sqrt{eF/(4\pi\varepsilon_0\varepsilon_r)}$ in volts for a field $F$, is nevertheless $3.7\,k_BT/e$ at $300\,\mathrm{K}$, against $0.24\,k_BT/e$ at the return peak. These figures use the low-frequency permittivity $3.2$; the image force responds to the smaller high-frequency value, and a rough $2.7$ gives $4.0$ and $0.26$. If injection limits the leakage, a resistance measured at $100\,\mathrm{V}$ need not apply to the return voltage. Resistance is the ratio of voltage to current, and both are smaller at the return peak. For pure Schottky emission the voltage falls about 228-fold and the current only about $e^{3.67-0.24}\approx31$-fold, so $V/I$ would be some seven times smaller than at $100\,\mathrm{V}$, and a leakage of this form, matched at $100\,\mathrm{V}$, puts the peak near $330\,\mathrm{s}$. A conduction mechanism whose current rises faster than the voltage over this range would shift it the other way. As a measure of sensitivity only, an $R_0$ ten times smaller or ten times larger would put the peak at $315$ or $758\,\mathrm{s}$.

\section*{Variation 1: a voltmeter of finite resistance}

\emph{The voltmeter has input resistance $R_v$ and is connected throughout the open-circuit stage. Where is the peak for $R_v=10\,\mathrm{M}\Omega$?}

The meter lies in parallel with $R_0$, so every formula holds with $R_0$ replaced by $R_0R_v/(R_0+R_v)=9.995\,\mathrm{M}\Omega$. The leakage time falls to $9.995\,\mathrm{s}$, which gives $\Sigma=0.11010\,\mathrm{s^{-1}}$ and $\Pi=1.0005\times10^{-3}\,\mathrm{s^{-2}}$. The roots are $0.10011$ and $0.009994\,\mathrm{s^{-1}}$, and
\[
t_m=\frac{2.304}{0.09011\,\mathrm{s^{-1}}}=25.6\,\mathrm{s}.
\]
The capacitor is unchanged, yet its peak has moved from $5.3\,\tau_1$ to about $\tau_1/4$. A $10\,\mathrm{G}\Omega$ meter still shifts it to $425\,\mathrm{s}$; with $100\,\mathrm{T}\Omega$ the shift is only $0.02\,\mathrm{s}$.

Input bias current is a separate error. It adds $I_b/C_0$ to the right side of (\ref{V}). Solving the linear system numerically as before, with no resistive loading, a current of $10\,\mathrm{pA}$ in the direction that raises $V$ delays the peak to $589\,\mathrm{s}$. This is a large effect because the leakage current at the peak is itself only $22\,\mathrm{pA}$.

\section*{Variation 2: the branch time from a measured curve}

\emph{A record of $V(t)$ gives the peak time and the late decay. The leakage time $\tau_0$ is known separately. Find $\tau_1$ and $k$, assuming one branch.}

Long after the peak the fast exponential has died out, and $-d(\ln V)/dt$ tends to $s_2$. With $s_2$ and $t_m$ known, (\ref{tm}) is an equation for $s_1$. At fixed $s_2$ the integral for $t_m$ falls steadily from $1/s_2$ towards zero as $s_1$ rises from $s_2$ without limit. There is therefore exactly one solution when $s_2t_m<1$, a condition that every one-branch curve satisfies. It does not test the one-branch assumption: the three two-branch curves of the film comparison satisfy it too, and the procedure below then returns about $630$, $790$ and $250\,\mathrm{s}$, values that match neither branch and depend on the preparation. The product of the roots then gives
\[
\tau_1=\frac{1}{s_1s_2\tau_0}.
\]
For the curve of the example, $s_2=4.975\times10^{-5}\,\mathrm{s^{-1}}$ and $t_m=530.8\,\mathrm{s}$. Numerical solution gives $s_1=1.005\times10^{-2}\,\mathrm{s^{-1}}$, and hence $\tau_1=100\,\mathrm{s}$.

The sum of the roots gives $k=\tau_1(s_1+s_2-1/\tau_0)-1$, but this is a poor route when $k$ is small. Since $\tau_1s_1=1/(s_2\tau_0)$, an error of $1\%$ in $s_2\tau_0$ changes $k$ by about $0.01$, twice its value here. If the charging voltage and the charging and shorting times are also known, $u_0$ follows from them and $\tau_1$, and the initial slope $V'(0)=ku_0/\tau_1$ avoids the subtraction. In the example it is $4.524\,\mathrm{mV/s}$, so
\[
k=\frac{4.524\times10^{-3}\,\mathrm{V/s}\times100\,\mathrm{s}}{90.48\,\mathrm{V}}=0.005.
\]

All numerical values are calculated from the stated model.
